**Rice's formula for dangerously narrow gaps between two rough lines**

For a smooth stationary Gaussian gap with mean $s_0$, standard deviation $\sigma$ and rms slope $\mu$, the expected number of excursions below $u$ that start per unit length is $\nu=\mu/(2\pi\sigma)\,\exp[-(s_0-u)^2/(2\sigma^2)]$. The program asserts that the angular integral for a crossing between two points agrees with direct integration of the normal density, and that the sampled rate approaches Rice's formula with an error of second order in the step. It also asserts that an exponential correlation makes the sampled rate nearly double when a small step is reduced fourfold. For simulated pairs of independent edges, at a depth of three standard deviations, it asserts agreement with the predicted slope within 1%, rate within 6%, mean excursion length within 8% and Poisson probability within 0.03. For the copper-line example the output gives 0.0841 excursions per mm, or 0.841 expected on 10 mm. Further assertions cover the field at the tip of a constriction, the average over a varying mean gap, and the variance of a skewed gap. The neglected effects that were sized raise the rate by factors from 1.5 to about 12, each taken alone.

## Check in Python

```python
"""Rice's formula for narrow excursions of a Gaussian gap between two lines.

Result under test: the expected number of starts of intervals with gap < u,
per unit length, is
    rate = slope_rms / (2 pi sigma) * exp(-(mean_gap - u)^2 / (2 sigma^2)).
sigma     : standard deviation of the gap (nm)
slope_rms : root-mean-square derivative of the gap along the line (nm/nm)
u         : dangerous gap (nm);  z = (mean_gap - u) / sigma
Lengths are in nm, voltages in V, fields in V/nm unless a name says otherwise.
"""
import numpy as np
from scipy.constants import elementary_charge, epsilon_0
from scipy.integrate import quad
from scipy.special import ndtr

MV_PER_CM = 0.1      # one MV/cm expressed in V/nm
NM_PER_MM = 1.0e6

# Round model parameters
mean_gap = 20.0
edge_rms = 1.0
corr_length = 40.0
voltage = 8.0
danger_field = 6.0 * MV_PER_CM
line_length = 10.0 * NM_PER_MM

sigma = np.sqrt(2.0) * edge_rms
slope_rms = np.sqrt(2.0) * sigma / corr_length
u = voltage / danger_field
depth = mean_gap - u
z = depth / sigma


def rice_rate(level):
    return (slope_rms / (2 * np.pi * sigma)
            * np.exp(-(mean_gap - level)**2 / (2 * sigma**2)))


def smooth_corr(h):
    return np.exp(-(h / corr_length)**2)


def rough_corr(h):
    return np.exp(-h / corr_length)


def pair_probability(level_z, r):
    """P(X > level_z, Y < level_z), directly from the normal density."""
    width = np.sqrt(1 - r * r)
    top = level_z + min(12.0, 12.0 * width / r)

    def integrand(x):
        density = np.exp(-x * x / 2) / np.sqrt(2 * np.pi)
        return density * ndtr((level_z - r * x) / width)
    return quad(integrand, level_z, top, epsabs=0, epsrel=1e-9, limit=200)[0]


def angle_probability(level_z, r):
    """The same probability from the derived angular integral."""
    value = quad(lambda t: np.exp(-level_z**2 / (1 + np.cos(t))),
                 0, np.arccos(r), epsabs=0, epsrel=1e-10)[0]
    return value / (2 * np.pi)


# Pair probability: direct integration against the angular integral
for level_z in (-1.0, 0.5, 3.0, z):
    for r in (0.3, 0.9, 0.999):
        direct = pair_probability(level_z, r)
        assert abs(direct / angle_probability(level_z, r) - 1) < 1e-6

# Smooth correlation: sampled rate converges, with an error of second order
rate = rice_rate(u)
sampled = {h: pair_probability(z, smooth_corr(h)) / h for h in (2.0, 1.0)}
errors = {h: sampled[h] / rate - 1 for h in sampled}
assert abs(errors[1.0]) < 0.002
assert abs(errors[2.0] / errors[1.0] - 4) < 0.1

# Exponential correlation: sampled rate grows as step^(-1/2)
rough_rates = {h: pair_probability(z, rough_corr(h)) / h
               for h in (1.0, 0.25, 0.0625, 0.04, 0.01)}
assert abs(rough_rates[0.01] / rough_rates[0.04] - 2) < 0.02

# Simulation of two independent edges at a shallower, well-sampled threshold
rng = np.random.default_rng(12345)
points, step, runs, window_points = 2**20, 4.0, 16, 4096
index = np.arange(points)
distance = step * np.minimum(index, points - index)
spectrum = np.fft.fft(edge_rms**2 * smooth_corr(distance)).real
amplitude = np.sqrt(np.maximum(spectrum, 0) / points)
test_z = 3.0
test_u = mean_gap - test_z * sigma
starts = below_points = windows_hit = 0
slope_square = 0.0
for _ in range(runs):
    noise = rng.standard_normal(points) + 1j * rng.standard_normal(points)
    edges = np.fft.fft(amplitude * noise)
    gap = mean_gap + edges.real - edges.imag
    slope_square += np.mean((np.diff(gap) / step)**2) / runs
    below = gap < test_u
    starts += np.count_nonzero(~below & np.roll(below, -1))
    below_points += np.count_nonzero(below)
    windows_hit += np.count_nonzero(
        below.reshape(-1, window_points).any(axis=1))
sim_length = runs * points * step
sim_rate = starts / sim_length
test_rate = rice_rate(test_u)
sim_mean_length = below_points * step / starts
test_mean_length = ndtr(-test_z) / test_rate
sim_probability = windows_hit / (runs * points / window_points)
window_length = window_points * step
test_probability = 1 - np.exp(-test_rate * window_length)
# Tolerances cover sampling noise and the finite step of the simulation
assert abs(np.sqrt(slope_square) / slope_rms - 1) < 0.01
assert abs(sim_rate / test_rate - 1) < 0.06
assert abs(sim_mean_length / test_mean_length - 1) < 0.08
assert abs(sim_probability - test_probability) < 0.03

# Results of the example
expected_count = rate * line_length
mean_length = ndtr(-z) / rate
probability = -np.expm1(-expected_count)
upper_bound = ndtr(-z) + expected_count

# Neglected effect: field crowding at the tip of the typical constriction.
# Harmonic functions odd across the gap are fitted to the electrode surface.
half_period = 240.0
x = np.linspace(0, half_period, 401)
surface = (mean_gap - depth * smooth_corr(x)) / 2
flat = mean_gap / 2
wave = np.arange(1, 25) * np.pi / half_period
basis = np.column_stack([surface / flat] + [
    np.sinh(k * surface) / np.sinh(k * flat) * np.cos(k * x) for k in wave])
target = np.full(x.size, voltage / 2)
coeff = np.linalg.lstsq(basis, target, rcond=None)[0]
assert np.max(np.abs(basis @ coeff - target)) < 1e-5 * voltage
tip_field = coeff[0] / flat + np.sum(
    coeff[1:] * wave * np.cosh(wave * u / 2) / np.sinh(wave * flat))
crowding = tip_field / (voltage / u)
tip_curvature = depth / corr_length**2
thin_gap_crowding = 1 + (u / 2) * tip_curvature / 3
assert abs(crowding - thin_gap_crowding) < 1e-3
crowding_factor = rice_rate(crowding * u) / rate

# Neglected effect: mean gap differs between structures
mean_spread = 0.5
spread_factor = quad(
    lambda g: np.exp(-g * g / 2) / np.sqrt(2 * np.pi)
    * rice_rate(u - mean_spread * g) / rate, -12, 12, epsabs=1e-11)[0]
total_var = sigma**2 + mean_spread**2
spread_formula = (sigma / np.sqrt(total_var)
                  * np.exp(depth**2 / 2 * (1 / sigma**2 - 1 / total_var)))
assert abs(spread_factor / spread_formula - 1) < 1e-6

# Neglected effect: gap = mean - sigma*(g + a(g^2-1))/norm, g Gaussian
a = 0.02
norm = np.sqrt(1 + 2 * a * a)
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
shape = -(nodes + a * (nodes**2 - 1)) / norm
assert abs(weights @ shape**2 - 1) < 1e-10
skewness = weights @ shape**3
g_level = (-1 + np.sqrt(1 + 4 * a * (a + z * norm))) / (2 * a)
skew_factor = np.exp((z**2 - g_level**2) / 2)

# Neglected effect: sheet of trapped electrons in the middle of the gap
permittivity = 2.7
trap_density_cm2 = 1.0e12
trap_field = (elementary_charge * trap_density_cm2 * 1e4
              / (2 * permittivity * epsilon_0)) * 1e-9
trap_u = voltage / (danger_field - trap_field)
trap_factor = rice_rate(trap_u) / rate

# Neglected effect: danger field lower by five per cent
weak_u = voltage / (0.95 * danger_field)
weak_factor = rice_rate(weak_u) / rate

print(f"mean gap: {mean_gap:.1f} nm")
print(f"rms roughness of one edge: {edge_rms:.1f} nm")
print(f"correlation length: {corr_length:.1f} nm")
print(f"applied voltage: {voltage:.1f} V")
print(f"mean field: {voltage / mean_gap / MV_PER_CM:.2f} MV/cm")
print(f"danger field: {danger_field / MV_PER_CM:.2f} MV/cm")
print(f"facing line length: {line_length / NM_PER_MM:.1f} mm")
print(f"gap standard deviation: {sigma:.4f} nm")
print(f"rms slope of gap: {slope_rms:.4f} nm/nm")
print(f"dangerous gap u: {u:.3f} nm")
print(f"threshold depth z: {z:.3f} (no unit)")
print(f"prefactor slope/(2 pi sigma): {rice_rate(mean_gap):.6f} 1/nm")
print(f"exponential factor: {np.exp(-z * z / 2):.4e} (no unit)")
print(f"Rice rate: {rate:.4e} 1/nm")
print(f"Rice rate: {rate * NM_PER_MM:.4f} 1/mm")
print(f"expected excursions on line: {expected_count:.3f} (no unit)")
print(f"fraction of line below u: {ndtr(-z):.3e} (no unit)")
print(f"mean excursion length: {mean_length:.2f} nm")
print(f"Poisson probability of any: {probability:.3f} (no unit)")
print(f"upper bound on probability: {upper_bound:.3f} (no unit)")
print(f"log-rate change per nm of mean gap: {-z / sigma:.3f} 1/nm")
for h in (2.0, 1.0):
    print(f"smooth, step {h:.0f} nm, relative error: {errors[h]:.2e}")
for h in (1.0, 0.25, 0.0625):
    print(f"exponential corr., step {h:.4f} nm, rate: "
          f"{rough_rates[h] * NM_PER_MM:.3f} 1/mm")
print(f"simulation threshold depth: {test_z:.1f} (no unit)")
print(f"simulated length: {sim_length / NM_PER_MM:.1f} mm")
print(f"simulated excursion starts: {starts} (count)")
print(f"simulated rms slope: {np.sqrt(slope_square):.4f} nm/nm")
print(f"simulated rate: {sim_rate * NM_PER_MM:.2f} 1/mm")
print(f"Rice rate there: {test_rate * NM_PER_MM:.2f} 1/mm")
print(f"simulated mean excursion: {sim_mean_length:.2f} nm")
print(f"predicted mean excursion: {test_mean_length:.2f} nm")
print(f"simulation window: {window_length:.0f} nm")
print(f"simulated window probability: {sim_probability:.3f} (no unit)")
print(f"Poisson window probability: {test_probability:.3f} (no unit)")
print(f"tip field / local field, Laplace: {crowding:.5f} (no unit)")
print(f"tip field / local field, thin gap: {thin_gap_crowding:.5f} (no unit)")
print(f"rate factor, field crowding: {crowding_factor:.2f} (no unit)")
print(f"spread of mean gap: {mean_spread:.1f} nm")
print(f"rate factor, mean-gap spread: {spread_factor:.2f} (no unit)")
print(f"quadratic distortion a: {a:.2f} (no unit)")
print(f"gap skewness: {skewness:.3f} (no unit)")
print(f"Gaussian level with skewness: {g_level:.3f} (no unit)")
print(f"rate factor, skewness: {skew_factor:.2f} (no unit)")
print(f"relative permittivity: {permittivity:.1f} (no unit)")
print(f"trapped electrons: {trap_density_cm2:.1e} 1/cm2")
print(f"field from trapped charge: {trap_field / MV_PER_CM:.3f} MV/cm")
print(f"dangerous gap with trapped charge: {trap_u:.3f} nm")
print(f"rate factor, trapped charge: {trap_factor:.2f} (no unit)")
print(f"dangerous gap, danger field -5%: {weak_u:.3f} nm")
print(f"rate factor, danger field -5%: {weak_factor:.2f} (no unit)")
print("success")
```

Printed output:

```
mean gap: 20.0 nm
rms roughness of one edge: 1.0 nm
correlation length: 40.0 nm
applied voltage: 8.0 V
mean field: 4.00 MV/cm
danger field: 6.00 MV/cm
facing line length: 10.0 mm
gap standard deviation: 1.4142 nm
rms slope of gap: 0.0500 nm/nm
dangerous gap u: 13.333 nm
threshold depth z: 4.714 (no unit)
prefactor slope/(2 pi sigma): 0.005627 1/nm
exponential factor: 1.4945e-05 (no unit)
Rice rate: 8.4097e-08 1/nm
Rice rate: 0.0841 1/mm
expected excursions on line: 0.841 (no unit)
fraction of line below u: 1.214e-06 (no unit)
mean excursion length: 14.44 nm
Poisson probability of any: 0.569 (no unit)
upper bound on probability: 0.841 (no unit)
log-rate change per nm of mean gap: -3.333 1/nm
smooth, step 2 nm, relative error: -5.02e-03
smooth, step 1 nm, relative error: -1.26e-03
exponential corr., step 1.0000 nm, rate: 0.506 1/mm
exponential corr., step 0.2500 nm, rate: 1.050 1/mm
exponential corr., step 0.0625 nm, rate: 2.121 1/mm
simulation threshold depth: 3.0 (no unit)
simulated length: 67.1 mm
simulated excursion starts: 4059 (count)
simulated rms slope: 0.0499 nm/nm
simulated rate: 60.48 1/mm
Rice rate there: 62.51 1/mm
simulated mean excursion: 21.66 nm
predicted mean excursion: 21.59 nm
simulation window: 16384 nm
simulated window probability: 0.638 (no unit)
Poisson window probability: 0.641 (no unit)
tip field / local field, Laplace: 1.00913 (no unit)
tip field / local field, thin gap: 1.00926 (no unit)
rate factor, field crowding: 1.50 (no unit)
spread of mean gap: 0.5 nm
rate factor, mean-gap spread: 3.24 (no unit)
quadratic distortion a: 0.02 (no unit)
gap skewness: -0.120 (no unit)
Gaussian level with skewness: 4.356 (no unit)
rate factor, skewness: 5.06 (no unit)
relative permittivity: 2.7 (no unit)
trapped electrons: 1.0e+12 1/cm2
field from trapped charge: 0.335 MV/cm
dangerous gap with trapped charge: 14.122 nm
rate factor, trapped charge: 11.86 (no unit)
dangerous gap, danger field -5%: 14.035 nm
rate factor, danger field -5%: 9.17 (no unit)
success
```
